# The Embedding Potential and a Variational Surface State in One Dimension

## Definitions and conventions

Hartree atomic units are used, with $H=-\tfrac12\nabla^2+V$ and $V$ real. A surface $S$ divides space into region I, where the wave function is to be computed, and region II, the substrate, which is to be eliminated. The normal $n$ on $S$ points from I into II, and $\partial_n$ is the derivative along it. For functions on $S$,

$$\langle f|A|g\rangle_S=\int_S\! dS\int_S\! dS'\,f^*(\mathbf r)A(\mathbf r,\mathbf r')g(\mathbf r').$$

Let $\varepsilon$ be a real energy outside the spectrum of II with zero normal derivative on $S$. The substrate Green function is then defined by

$$(H-\varepsilon)G(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')\ \text{in II},\qquad \partial_nG=0\ \text{on }S, \tag{1}$$

with decay far from $S$. It is real and symmetric. Its restriction to $S$ is an operator $G_S$, and the embedding potential is the inverse of that operator:

$$\Sigma(\varepsilon)=G_S(\varepsilon)^{-1}. \tag{2}$$

The inverse exists unless II has a decaying solution that vanishes on $S$. Indeed, if $G_Sf=0$, the function $\int_S G f$ is such a solution. At those energies $\Sigma$ has poles, and they are excluded below.

## The inverse Green function as a logarithmic derivative

Let $\psi$ be a decaying solution of $(H-\varepsilon)\psi=0$ in II. Multiply (1) by $\psi$, subtract $G(H-\varepsilon)\psi=0$, and integrate over II. The terms in $V$ and $\varepsilon$ cancel, leaving

$$\psi(\mathbf r')=-\tfrac12\int_{\rm II}\nabla\cdot(\psi\nabla G-G\nabla\psi)\,d^3r
=\tfrac12\int_S(\psi\,\partial_nG-G\,\partial_n\psi)\,dS.$$

The sign changes because the outward normal of II is $-n$; the distant surface contributes nothing because of the decay. With $\partial_nG=0$ and $\mathbf r'$ taken to $S$,

$$\psi=-\tfrac12G_S\,\partial_n\psi
\quad\Longrightarrow\quad
\partial_n\psi=-2\,\Sigma\,\psi\quad\text{on }S. \tag{3}$$

In one dimension $S$ is a point and $\Sigma=-\tfrac12\,\partial_n\psi/\psi$, a logarithmic derivative. In general, the slope at one point of $S$ depends on the values of $\psi$ all over $S$, so $\Sigma$ is a nonlocal operator.

Two simple cases follow. For a flat potential $W>\varepsilon$ on a half-line, $\psi=e^{-\kappa x}$ with $\kappa=\sqrt{2(W-\varepsilon)}$, and (3) gives

$$\Sigma=\frac{\kappa}{2},\qquad \Sigma'=-\frac1{2\kappa}, \tag{4}$$

where a prime on $\Sigma$ means $d/d\varepsilon$. If instead $\psi$ has several channels coupled by a constant matrix $\mathsf V$ with all eigenvalues above $\varepsilon$, then $\psi''=2(\mathsf V-\varepsilon)\psi$. The decaying solutions are $e^{-\mathsf Qx}\psi(0)$ with $\mathsf Q=[2(\mathsf V-\varepsilon)]^{1/2}$, and $\Sigma=\mathsf Q/2$. For $V_{11}=0.60$, $V_{22}=0.90$, $V_{12}=0.15$ and $\varepsilon=0.20$ hartree, inversion of the surface Green function gives $\Sigma_{11}=0.4412$, $\Sigma_{22}=0.5871$ and $\Sigma_{12}=0.0729$. Since $\Sigma^2=(\mathsf V-\varepsilon)/2$, its first diagonal element should be $0.20$, and indeed $0.4412^2+0.0729^2=0.200$. The off-diagonal element of $\Sigma$ makes the slope in one channel depend on the value in the other. If the channels stand for separate points of $S$, this is the discrete form of nonlocality.

## The norm of the eliminated part

Hold the values of $\psi$ on $S$ fixed, change $\varepsilon$, and write $\chi=\partial\psi/\partial\varepsilon$. Then $\chi=0$ on $S$, and differentiating the Schrödinger equation gives $(H-\varepsilon)\chi=\psi$. Hence

$$\int_{\rm II}|\psi|^2=\int_{\rm II}\left[\psi^*(H-\varepsilon)\chi-\chi(H-\varepsilon)\psi^*\right]
=\tfrac12\int_S(\psi^*\partial_n\chi-\chi\,\partial_n\psi^*)\,dS .$$

The second surface term vanishes. Differentiating (3) at fixed surface values gives $\partial_n\chi=-2\Sigma'\psi$, so

$$\int_{\rm II}|\psi|^2\,d^3r=-\langle\psi|\Sigma'|\psi\rangle_S. \tag{5}$$

The energy derivative of $\Sigma$ therefore measures how much of the wave function lies in the substrate. Since the left side is positive for $\psi\ne0$, $\Sigma'$ is negative definite.

## The energy functional

Take any trial function $\varphi$ in I and continue it into II by the decaying solution $\psi$ at a chosen energy $\varepsilon$ with $\psi=\varphi$ on $S$. The combined function is continuous, but its slope generally jumps on $S$. Applying $-\tfrac12\nabla^2$ to it would produce a delta function there. Using $\tfrac12|\nabla\psi|^2$ as the kinetic energy density includes that contribution without a separate term.

In II, $\tfrac12|\nabla\psi|^2=\tfrac12\nabla\cdot(\psi^*\nabla\psi)-\tfrac12\psi^*\nabla^2\psi$. The divergence becomes a surface integral with outward normal $-n$, and $H\psi=\varepsilon\psi$, so

$$\int_{\rm II}\left(\tfrac12|\nabla\psi|^2+V|\psi|^2\right)
=\varepsilon\int_{\rm II}|\psi|^2-\tfrac12\int_S\psi^*\partial_n\psi\,dS
=\langle\varphi|\Sigma-\varepsilon\Sigma'|\varphi\rangle_S, \tag{6}$$

by (3) and (5). Adding region I gives the expectation value of $H$ in the whole space as a quantity defined on I and $S$ alone:

$$E[\varphi,\varepsilon]=\frac{\int_{\rm I}\left(\tfrac12|\nabla\varphi|^2+V|\varphi|^2\right)+\langle\varphi|\Sigma-\varepsilon\Sigma'|\varphi\rangle_S}{N},\qquad
N=\int_{\rm I}|\varphi|^2-\langle\varphi|\Sigma'|\varphi\rangle_S. \tag{7}$$

**Variation of $\varphi$.** Set the first-order change of the numerator minus $E$ times that of $N$ to zero. Integrating the gradient term by parts in I, where $n$ is the outward normal, gives

$$\int_{\rm I}\delta\varphi^*(H-E)\varphi
+\int_S\delta\varphi^*\left[\tfrac12\partial_n\varphi+\Sigma\varphi+(E-\varepsilon)\Sigma'\varphi\right]dS=0 .$$

Since $\delta\varphi^*$ is arbitrary in I and on $S$,

$$H\varphi=E\varphi\ \text{in I},\qquad
\tfrac12\partial_n\varphi=-\left[\Sigma(\varepsilon)+(E-\varepsilon)\Sigma'(\varepsilon)\right]\varphi\ \text{on }S. \tag{8}$$

The bracket is the linear extrapolation of $\Sigma$ from $\varepsilon$ to $E$. When $\varepsilon=E$, (8) and (3) give $\partial_n\varphi=\partial_n\psi$: the slope jump has gone, and the function solves the Schrödinger equation everywhere.

**Variation of $\varepsilon$.** The derivative of the numerator of (7) is $\langle\Sigma'-\Sigma'-\varepsilon\Sigma''\rangle_S=-\varepsilon\langle\Sigma''\rangle_S$, and that of $N$ is $-\langle\Sigma''\rangle_S$. The quotient rule gives

$$\frac{\partial E}{\partial\varepsilon}=(E-\varepsilon)\frac{\langle\varphi|\Sigma''|\varphi\rangle_S}{N}. \tag{9}$$

If $\varphi$ is re-optimized at each $\varepsilon$, (9) still gives the total derivative, because $E$ is stationary in $\varphi$. Call the result $E(\varepsilon)$ and let $E_0$ be its self-consistent value, $E(E_0)=E_0$. One more derivative at $\varepsilon=E_0$, where $dE/d\varepsilon=0$, leaves only the $-1$ from the factor $E-\varepsilon$:

$$\left.\frac{d^2E}{d\varepsilon^2}\right|_{E_0}=-\frac{\langle\varphi|\Sigma''|\varphi\rangle_S}{N},\qquad
E(\varepsilon)-E_0\simeq-\frac{\langle\varphi|\Sigma''|\varphi\rangle_S}{2N}(\varepsilon-E_0)^2. \tag{10}$$

The iteration $\varepsilon\to E(\varepsilon)$ thus converges quadratically once it is close. The point $\varepsilon=E_0$ is a minimum or a maximum according to the sign of $\langle\Sigma''\rangle_S$, which is not fixed in a gap.

## When the energy is an upper bound

A surface state in a gap lies above a bulk band, so it is not the lowest state of $H$, and the usual minimum principle does not protect it. Self-consistency supplies another bound. Expand $\varphi$ in a finite basis, let $\mathsf K$ be the matrix of the region-I energy in (7), $\mathsf O$ the overlap in I, and $\mathsf\Sigma$ the matrix of $\Sigma$. With $\varepsilon=E$, (7) becomes

$$\mathsf M(E)\,c=0,\qquad \mathsf M(\varepsilon)=\mathsf K+\mathsf\Sigma(\varepsilon)-\varepsilon\,\mathsf O. \tag{11}$$

Consider an interval of $\varepsilon$ outside the substrate spectrum and free of poles of $\Sigma$. There $d\mathsf M/d\varepsilon=\mathsf\Sigma'-\mathsf O$ is negative definite by (5), so every ordered eigenvalue $\mu_k(\varepsilon)$ falls strictly. To compare bases, measure $\mu_k$ relative to $\mathsf O$, that is, solve $\mathsf Mc=\mu\,\mathsf Oc$; since $\mathsf O$ does not depend on $\varepsilon$, $d\mu_k/d\varepsilon=c^\dagger(d\mathsf M/d\varepsilon)c/(c^\dagger\mathsf Oc)<0$, and these eigenvalues also fall strictly. By the Courant–Fischer theorem, restricting the basis cannot lower $\mu_k$ at fixed $\varepsilon$.

At the root $E_k$ of the complete problem, the restricted eigenvalue is therefore $\ge0$. Since it can cross zero only downwards, its own root in the interval cannot lie below $E_k$. The same argument applies to two nested bases. Thus the self-consistent energy of given index $k$ is an upper bound that cannot rise as nested bases grow, provided the roots stay in the interval.

## A periodic half-line

Let the crystal have period $a$ and end at an interface equivalent to $x=0$, with the substrate to its left. Let $u$ and $v$ solve the periodic Schrödinger equation at energy $\varepsilon$ with $u(0)=1$, $u'(0)=0$, $v(0)=0$, $v'(0)=1$. For these functions a prime means $d/dx$. The Bloch solution $\psi=u+sv$ satisfies $\psi(x+a)=\lambda\psi(x)$. Conservation of the Wronskian makes the two Bloch factors reciprocal:

$$\lambda^2-[u(a)+v'(a)]\lambda+1=0,\qquad s=\frac{\lambda-u(a)}{v(a)}. \tag{12}$$

In a gap, $\lambda$ is real, and decay into the substrate selects $|\lambda|>1$. The normal points towards $-x$, so (3) gives $\Sigma_L=\psi'/(2\psi)=s/2$. With $\psi(0)=1$, the cell $m$ periods to the left carries $\lambda^{-2m}$ times the norm of the cell $0<x<a$. Equation (5) becomes

$$-\Sigma_L'=\int_0^a\psi^2dx\sum_{m=1}^{\infty}\lambda^{-2m}
=\frac{1}{\lambda^2-1}\int_0^a\psi^2dx. \tag{13}$$

Now take $V=-2U\cos(2\pi x/a)$ with $U>0$, so that the interface lies at a potential minimum. Mirror symmetry about $x=0$ turns transfer by $a$ into transfer by $-a$ with slopes reversed, which requires $v'(a)=u(a)$. The Wronskian then gives $u(a)^2-1=u'(a)v(a)$. Inserting this in (12),

$$|s|=\frac{\sqrt{u(a)^2-1}}{|v(a)|}=\sqrt{\frac{u'(a)}{v(a)}}. \tag{14}$$

Inside the gap $u(a)^2>1$, so neither $u'(a)$ nor $v(a)$ vanishes, and $\Sigma_L$ has neither a zero nor a pole. At one edge $u'(a)=0$: the edge state is even and $\Sigma_L=0$. At the other $v(a)=0$: the edge state is odd and $\Sigma_L$ diverges.

To leading order in $U$, the edge states of the first gap are $\cos(\pi x/a)$ and $\sin(\pi x/a)$, with energies $\pi^2/(2a^2)\mp U$. The even state is lower because its density gathers at the minima. Since $\Sigma_L$ falls with energy, it runs from $0$ at the lower edge to $-\infty$ at the upper edge.

## Existence of the surface state

Let the crystal end at $x=0$, with a flat vacuum level $W$ beyond. Region I may be shrunk to that point. The crystal side gives $\Sigma_L=\psi'/(2\psi)$ and the vacuum side, whose normal points towards $+x$, gives $\Sigma_R=\kappa/2=-\psi'/(2\psi)$. Continuity of value and slope is therefore

$$\Sigma_L(E)+\Sigma_R(E)=0. \tag{15}$$

The left side falls strictly with energy. For $W$ above the first gap, it starts at $\kappa/2>0$ and ends at $-\infty$, so the gap contains exactly one surface state. If $W$ lies inside the gap, the sum at $\varepsilon\to W$ is $\Sigma_L(W)<0$, and there is again one state, between the lower edge and $W$.

Cutting at a potential maximum reverses the result. This replaces $U$ by $-U$ in the potential measured from the cut, so the odd edge state is now the lower one. A falling function with its pole at the lower edge and its zero at the upper edge runs from $+\infty$ to $0$. Then $\Sigma_L+\Sigma_R>0$ throughout the part of the gap below $W$, and there is no surface state. Within this abrupt-step model, and for $W$ above the lower gap edge, a cut at a minimum thus gives one surface state in the first gap and a cut at a maximum gives none. The rule does not carry over to higher gaps: in the second gap of the example below, $\Sigma_L$ is positive for both cuts, and neither gives a state. Cuts in between are not covered by this argument.

## Worked example

Take $a=5$ bohr, $U=0.08$ hartree and $W=0.50$ hartree, round model values that represent no particular material. The first gap runs from $0.1135$ to $0.2731$ hartree. The leading-order edges, $0.1974\mp0.08$ hartree, are $0.1174$ and $0.2774$ hartree, each about $0.004$ hartree too high.

Region I is the last cell, $-a<x<0$. It has two interface points, with $\Sigma_L$ acting at $-a$ and $\Sigma_R$ at $0$; the surface terms in (7) are summed over both. At midgap, $\varepsilon=0.1933$ hartree, a long substrate gives $G_S=-3.0512$. Its inverse, $-0.32774$, agrees with $\Sigma_L=s/2$, half the Bloch slope $s$ from (12). The numerical derivative of $\Sigma_L$ there is $-4.8975$, equal at this precision to minus the norm in (13).

**The state.** Point matching with (15) gives $E_0=0.204043$ hartree, or $5.552$ eV, which is $8.053$ eV below the vacuum level. Direct diagonalization of a 40-cell crystal with vacuum, without embedding, agrees to about $2\times10^{-10}$ hartree. Equation (15) can be followed by hand:

$$\Sigma_R=\tfrac12\sqrt{2(0.500000-0.204043)}=0.38468,\qquad \Sigma_L=-0.38468 .$$

The Bloch factor is $\lambda=-1.8499$. The density falls by $\lambda^2$ per cell, so its decay length is $a/(2\ln|\lambda|)=5/(2\times0.6152)=4.06$ bohr. The weights are $0.2627$ in the substrate, $0.6364$ in the last cell and $0.1009$ in the vacuum. By (13), the ratio of the first two should be $1/(\lambda^2-1)=1/2.422=0.413$, and $0.2627/0.6364=0.413$. The two eliminated regions together hold $0.2627+0.1009=0.364$ of the norm, which (7) supplies through the term $-\langle\varphi|\Sigma'|\varphi\rangle_S$ in $N$. The $\Sigma'$ terms cancel from the self-consistent condition (11), but they are needed to normalize the state and to evaluate (7) at $\varepsilon\ne E$.

**The upper bound.** Because $\lambda<0$, the wave function has opposite signs at the two ends of the last cell and hence an odd number of nodes there. The second eigenvalue in (11), whose function has one node, is followed; its root converges to the matched energy. With nested polynomial bases of 4, 6, 9 and 11 functions, the energy lies above the matched value by $1.2\times10^{-3}$, $2.3\times10^{-4}$, $3.7\times10^{-7}$ and $1.2\times10^{-9}$ hartree. The approach is from above, as the bound requires.

**The choice of $\varepsilon$.** Start a quarter of the way up the gap, at $\varepsilon=0.153438$ hartree, which is $0.0506$ hartree too low. The functional gives $0.206691$ hartree, only $2.65\times10^{-3}$ too high. Integrating the energy and norm of the full kinked function over crystal and vacuum gives the same number, which tests (7) away from self-consistency. Two further iterations reduce the error to $1.74\times10^{-5}$ and $7.1\times10^{-10}$ hartree. The curvature (10) is $4.71$ hartree$^{-1}$, so the first of these errors should be about

$$\tfrac12\times4.71\times(2.65\times10^{-3})^2=1.65\times10^{-5}\ \text{hartree},$$

close to the value found. For the initial step the same estimate gives $6.0\times10^{-3}$ hartree, more than twice the actual error; that step is too large for the quadratic term alone.

The positive curvature means that $E(\varepsilon)$ has a local minimum at this root; it is only local, since two hundredths of the way up the gap $E(\varepsilon)$ lies $6.7\times10^{-3}$ hartree below $E_0$. Even a local minimum is not general. $\Sigma_L''$ is $+45$ one tenth of the way up the gap and $-122$ at six tenths, in atomic units, but the sign in (10) is set by the sum over both interfaces, and $\Sigma_R''=-1/(2\kappa^3)$ is always negative. Lowering $W$ to $0.15$ hartree moves the root to about one tenth of the gap, yet the curvature there is still positive, about $+9$ hartree$^{-1}$, because the vacuum term dominates. With $W=0.50$ hartree and a dip $-0.15[1-\cos(2\pi x/a)]$ hartree added in the last cell, the root again lies about one tenth of the way up, and the curvature is about $-6$ hartree$^{-1}$. Where the total $\langle\Sigma''\rangle_S$ is positive, (10) gives a maximum, and a search that minimized over $\varepsilon$ would move away from the state.

**A changed surface.** A repulsive bump $0.025[1-\cos(2\pi x/a)]$ hartree, of height $0.05$ hartree, added in the last cell only, moves the state to $0.21975$ hartree. The embedded calculation uses the same functions $\Sigma_L(\varepsilon)$ and $\Sigma_R(\varepsilon)$ as before, and changes only the potential inside region I. It agrees with a new diagonalization of the 40-cell crystal to the eight decimals printed.

## Conditions of validity

The real functional (7) needs an energy at which the eliminated regions have no propagating solutions. In three dimensions with a periodic surface, this means a gap at the given surface wave vector. Inside a bulk band there are propagating solutions, a boundary condition must select outgoing or incoming waves, and the norm in (5) is no longer finite.

A pole of $\Sigma$ is a different matter. It marks an energy at which a substrate solution vanishes on the chosen $S$, so the surface values no longer fix the continuation. The argument for the bound in (11), which follows an eigenvalue of fixed index, assumes an interval without such a pole. In the example, mirror symmetry about the interface places the pole at the gap edge, and the whole open gap is available. The numerical output follows.

## Calculated quantities

```
lattice constant a = 5.0 bohr; U = 0.08, W = 0.50 hartree
first gap: 0.113541 to 0.273131 hartree, width 0.159591 hartree
substrate at 1/4, 1/2, 3/4 of the gap (atomic units):
 e=0.153438 G=-5.879239 1/G=-0.17009005 Bloch Sigma=-0.17009005
   dSigma/de: difference -3.347514, minus norm -3.347514 a.u.
 e=0.193336 G=-3.051203 1/G=-0.32773963 Bloch Sigma=-0.32773963
   dSigma/de: difference -4.897509, minus norm -4.897509 a.u.
 e=0.233234 G=-1.612911 1/G=-0.61999704 Bloch Sigma=-0.61999704
   dSigma/de: difference -11.619546, minus norm -11.619546 a.u.
Sigma 1e-6 hartree above lower edge: -0.000644 a.u.
Sigma 1e-6 hartree below upper edge: -154.189 a.u.
Sigma'' at 0.1 of gap: 45.310; at 0.6: -121.805 a.u.
two channels: V11=0.60 V22=0.90 V12=0.15 e=0.20 hartree
 Sigma11=0.441226 Sigma22=0.587095 Sigma12=0.072934 a.u.
surface state, point matching:  0.2040433632 hartree
surface state, 40-cell crystal: 0.2040433634 hartree
surface state, embedded:        0.2040433632 hartree
surface state: 5.55230 eV; below vacuum level: 8.05339 eV
basis size, self-consistent energy, excess over matching (hartree):
  4  0.2052750272  1.23e-03
  5  0.2044622127  4.19e-04
  6  0.2042721822  2.29e-04
  7  0.2040853983  4.20e-05
  9  0.2040437368  3.74e-07
 11  0.2040433645  1.24e-09
kinked trial function at e = 0.153438 hartree:
 embedding formula 0.206691439, full quotient 0.206691439 hartree
iteration e -> E(e): energy and error (hartree)
 0  0.1534381826  -5.06e-02
 1  0.2066914387  2.65e-03
 2  0.2040607276  1.74e-05
 3  0.2040433639  7.11e-10
 4  0.2040433632  9.26e-13
d2E/de2 at the root: predicted 4.71016, measured 4.71049 1/hartree
at the root: Sigma_L = -0.384680, Sigma_R = 0.384680 a.u.
Bloch factor per cell towards surface: -1.849937
density decay length in crystal: 4.0640 bohr
weights: substrate 0.262727, last cell 0.636394, vacuum 0.100880
substrate weight in 40-cell crystal: 0.262727
last cell raised by up to 0.05 hartree: embedded 0.21974968, crystal 0.21974968 hartree
```
